\section*{Why strong traps pin the island density, and between which temperatures}

\section{A density that ignores a factor of 870}

Palladium is deposited in a model of MgO(100) until 0.1 monolayer has landed. At 300~K the island density is $3.01\times10^{12}$~cm$^{-2}$, and at 600~K it is $3.00\times10^{12}$~cm$^{-2}$. Between these temperatures the adatom diffusivity grows by a factor of about 870, which on a perfect surface would thin out the islands. At 750~K the density has dropped to $0.89\times10^{12}$~cm$^{-2}$.

The surface contains $3.0\times10^{12}$ traps per cm$^2$, so on the plateau each trap carries one island. Three processes compete with this state: adatoms meet on the terraces, single atoms leave traps, and trapped pairs break. The first sets the lower edge of the plateau, and the other two set the upper edge.

\section{Model and conventions}

Densities are counted per lattice site, lengths in site spacings. Atoms arrive at flux $F$ per site, and $\theta=Ft$ is the coverage. An adatom hops to one of four neighbours at rate $h=\nu e^{-E_d/kT}$. Its mean square displacement is $ht=4Dt$, so $D=h/4$. An object of density $n$ captures adatoms of density $n_1$ at rate $\sigma Dn_1n$, with one capture number $\sigma$ for all objects. I write
\begin{equation}
K=\sigma D=\frac{\sigma\nu}{4}e^{-E_d/kT}.
\end{equation}
A fraction $n_t$ of sites are traps, with extra binding $E_t$. A pair is bound by $E_b$; clusters of three or more last. Clusters do not move, nothing desorbs, and $\theta\gg n_t$. This is a mean-field model: every object sees the same adatom density.

The example uses rough typical values: $E_d=0.35$~eV, $E_t=E_b=1.2$~eV, $\nu=10^{13}$~s$^{-1}$, $\sigma=4$ and a flux of $10^{13}$~cm$^{-2}$s$^{-1}$. With $1.128\times10^{15}$ sites per cm$^2$,
\[
n_t=2.659\times10^{-3},\qquad F=8.862\times10^{-3}\ \mathrm{s^{-1}},\qquad \theta/n_t=37.6 .
\]
Growth lasts 11.3~s.

\section{First contribution: meetings on the terraces}

Suppose first that traps never release an atom. Every trap is then a sink, whether it holds nothing, one atom or an island. If $m$ is the density of terrace islands, arrival balances capture:
\begin{equation}
F=Kn_1(n_t+m)\quad\Rightarrow\quad n_1=\frac{F}{K(n_t+m)} .
\label{eq:n1}
\end{equation}
Two mobile adatoms approach each other with relative diffusivity $2D$, and there are $n_1^2/2$ distinct pairs. The factors cancel, and terrace islands form at rate $\sigma(2D)n_1^2/2=Kn_1^2$. At low temperature these pairs last. Inserting \eqref{eq:n1} and using $d\theta=F\,dt$,
\begin{equation}
\frac{dm}{d\theta}=\frac{K}{F}\,\frac{F^2}{K^2(n_t+m)^2}
=\frac{F}{K(n_t+m)^2}.
\end{equation}
Separating variables and integrating from $m=0$,
\begin{equation}
(n_t+m)^3=n_t^3+\frac{3F\theta}{K}.
\label{eq:cold}
\end{equation}
Traps suppress terrace nucleation because they keep $n_1$ low, and the meeting rate depends on its square.

I define the lower edge by $m=n_t$: terrace islands are then as numerous as trap islands. Equation \eqref{eq:cold} gives $8n_t^3-n_t^3=3F\theta/K$, or $K=3F\theta/(7n_t^3)$. Inserting $K$ and taking the logarithm,
\begin{equation}
kT_{\rm low}=\frac{E_d}{\ln\!\left[\dfrac{7\nu\sigma n_t^3}{12F\theta}\right]} .
\label{eq:tlow}
\end{equation}
In the example the argument is $4.95\times10^8$ and its logarithm is 20.02. With $E_d/k=4062$~K, $T_{\rm low}=203$~K.

The balance \eqref{eq:n1} leaves out the two adatoms used up in each meeting. Relative to capture by traps, this loss is initially
\[
\frac{2Kn_1^2}{Kn_1n_t}=\frac{2F}{Kn_t^2}=\frac{14\,n_t}{3\theta}=0.12
\]
at the edge, and it falls as islands accumulate. It lowers $n_1$, so \eqref{eq:cold} somewhat overestimates $m$.

Far below the edge, $n_t^3$ drops out of \eqref{eq:cold}, which then gives $(3F\theta/K)^{1/3}$, as on a surface without traps. The slope of its logarithm against $1/kT$ is $E_d/3=0.12$~eV. This limit also requires islands to be much rarer than deposited atoms, and the example does not reach it. The rate equations of Section~\ref{sec:full} give a slope of about 0.10~eV between 180 and 190~K. On further cooling the curve first flattens, because more and more atoms are used up in pairs. By 130~K it has passed a maximum and falls, because hopping is too slow to bring atoms together before growth ends. The rate equations overstate this fall: they omit atoms that land directly beside another atom, which at 0.1 monolayer keep the density near $5n_t$ even without any hopping.

\section{Second contribution: single atoms leave the traps}

\subsection{Escape rate}

Detailed balance fixes the escape rate $k_1$. Without growth, a trap site is occupied more often than a terrace site by the Boltzmann factor, so singly occupied traps $p_1$ and empty traps $e$ obey $p_1/e=n_1e^{E_t/kT}$. Equal exchange, $Kn_1e=k_1p_1$, gives
\begin{equation}
k_1=Ke^{-E_t/kT}.
\end{equation}
This is escape to the surroundings; immediate returns to the same trap are not counted. The same argument for the second atom of a pair gives $k_2=Ke^{-E_b/kT}$, where the number of equivalent positions beside the first atom is absorbed into $E_b$.

\subsection{The residence-time estimate}

One might demand that a trapped atom wait for its partner. When all traps are sinks, each receives $F/n_t=3.33$ atoms per second. Setting $k_1=F/n_t$ gives
\begin{equation}
kT_{\rm res}=\frac{E_d+E_t}{\ln[\nu\sigma n_t/(4F)]},\qquad T_{\rm res}=626\ \mathrm{K}.
\end{equation}
Yet the rate equations of Section~\ref{sec:full} leave 99.98\% of the traps carrying at least a pair at this temperature. The estimate asks whether one trial succeeds, whereas a trap has many. A trap can end with a lasting island although its first atom did not stay.

\subsection{Edge for lasting pairs}

Let pairs last for the moment, and let a fraction $y$ of traps carry islands. Traps without islands return nearly all they take, so the islands absorb the flux. With $w=Kn_1$ the arrival rate at one trap,
\begin{equation}
F=w\,n_ty\quad\Rightarrow\quad w=\frac{F}{n_ty}.
\label{eq:w}
\end{equation}
If $w\ll k_1$, a fraction $w/k_1$ of the island-free traps holds an atom, and a partner arrives at rate $w$. Hence
\begin{equation}
\frac{dy}{dt}=(1-y)\frac{w^2}{k_1}=\frac{F^2}{k_1n_t^2}\,\frac{1-y}{y^2}.
\end{equation}
Separation up to $y=1/2$, my definition of the upper edge, needs the integrals
\begin{equation}
G_j=\int_0^{1/2}\frac{y^j}{1-y}\,dy=\ln2-\sum_{i=1}^{j}\frac{2^{-i}}{i},
\end{equation}
which follow from $y^j/(1-y)=1/(1-y)-(1+y+\dots+y^{j-1})$. Thus $G_2=\ln2-5/8=0.06815$ and $\theta=k_1n_t^2G_2/F$. Solving for temperature,
\begin{equation}
kT_{\rm high}^{\rm (lasting)}=\frac{E_d+E_t}{\ln[G_2\nu\sigma n_t^2/(4F\theta)]} .
\end{equation}
The example gives 802~K, which is 176~K above the residence-time estimate. Two things raise the edge: each trap has many trials, and atoms released by traps without islands raise the arrival rate $w$ above $F/n_t$.

\section{Third contribution: trapped pairs break}

With $E_b=E_t$ a trapped pair breaks as readily as a single atom leaves. A trap must then climb from zero to three atoms, with upward rate $w$ and downward rates $k_1$ and $k_2$. Let $m_j$ be the mean time to pass from $j$ to $j+1$ atoms. From the empty trap $m_0=1/w$. From one atom, the mean wait is $1/(w+k_1)$; with probability $k_1/(w+k_1)$ the atom leaves and both steps must be made:
\begin{equation}
m_1=\frac{1}{w+k_1}+\frac{k_1}{w+k_1}(m_0+m_1).
\end{equation}
Multiplying by $w+k_1$ and cancelling $k_1m_1$ gives $wm_1=1+k_1m_0$. The next step has the same form, $wm_2=1+k_2m_1$. Therefore
\begin{equation}
\tau=m_0+m_1+m_2=\frac3w+\frac{k_1+k_2}{w^2}+\frac{k_1k_2}{w^3}.
\end{equation}
Near the upper edge $k_1$ and $k_2$ are much larger than $w$ and $1/t$. The ladder then adjusts quickly, island-free traps are mostly empty, and $dy/dt=(1-y)/\tau$. Inserting \eqref{eq:w} and integrating to $y=1/2$,
\begin{equation}
\theta=3n_tG_1+\frac{(k_1+k_2)n_t^2G_2}{F}+\frac{k_1k_2n_t^3G_3}{F^2},
\label{eq:upper}
\end{equation}
with $G_1=\ln2-1/2$ and $G_3=\ln2-2/3=0.02648$. The first term is 0.0015, or 1.5\% of $\theta$, and I drop it.

For $k_1=k_2=k$ the rest is a quadratic:
\[
(6.34\times10^{-6}\,\mathrm{s^2})\,k^2+(1.087\times10^{-4}\,\mathrm{s})\,k=0.1
\quad\Rightarrow\quad k=117\ \mathrm{s^{-1}} .
\]
Since $k=(\nu\sigma/4)e^{-(E_d+E_t)/kT}$,
\begin{equation}
T_{\rm high}=\frac{1.55\ \mathrm{eV}}{k_B\ln(10^{13}/117.3)}=715\ \mathrm{K},
\end{equation}
where $k_B$ is Boltzmann's constant, written so to keep it apart from the rate.

The terms can now be weighed. The product $k_1k_2$ supplies 0.087 of $\theta=0.1$, and the sum $k_1+k_2$ supplies 0.013. Keeping the product alone gives the closed form
\begin{equation}
kT_{\rm high}\simeq\frac{2E_d+E_t+E_b}{\ln\!\left[G_3(\nu\sigma/4)^2n_t^3/(F^2\theta)\right]},
\label{eq:broken}
\end{equation}
which yields 717~K. Pair breaking lowers the edge from 802 to 715~K.

At the edge a trap receives $w=2F/n_t=6.7$ atoms per second, and a trapped atom is joined before it leaves with probability $w/(w+k_1)=0.054$. About nineteen trials in twenty fail at this first step, and half the traps still end with an island.

Well above the edge $y\ll1$, and $\int y^3dy=y^4/4$ replaces $G_3$. With $n_x=n_ty$,
\begin{equation}
n_x^4=\frac{4n_tF^2\theta}{k_1k_2}.
\label{eq:hot}
\end{equation}
The slope of $\ln n_x$ against $1/kT$ is $(2E_d+E_t+E_b)/4=0.78$~eV, more than six times the cold limit $E_d/3$. This value is approached slowly and assumes no desorption: the rate equations give 0.72~eV between 750 and 800~K and 0.76~eV between 850 and 900~K. With a desorption barrier of 1.2~eV a fifth of the atoms leave at 900~K, and the second slope becomes 0.91~eV.

\subsection{Why terraces do not matter here}

For lasting pairs, traps nucleate at rate $n_tw^2/k_1=Kn_1^2\,n_te^{E_t/kT}$ when few carry islands, and terraces at $Kn_1^2$. The ratio is $n_te^{E_t/kT}$. If pairs break, the third atom adds the same factor $w/k_2$ to both routes, as long as $E_b$ is the same in both places. At 715~K the ratio is $7.7\times10^5$. Terrace meetings therefore have no part in the upper edge. For weak traps the ratio can approach one before the edge is reached, and the description by trap nucleation alone then fails. A plateau also needs $T_{\rm low}$ well below $T_{\rm high}$.

\section{All contributions together}
\label{sec:full}

The quasi-steady steps can be avoided by following adatoms $a$, traps with one, two and more atoms ($p_1,p_2,p_3$), and terrace pairs and larger islands ($q_2,q_3$). With $w=Ka$ and $e=n_t-p_1-p_2-p_3$,
\begin{align}
\dot a&=F-2wa-w(e+p_1+p_2+p_3+q_2+q_3)\nonumber\\
&\quad+k_1p_1+k_2p_2+2k_2q_2,\\
\dot p_1&=we-k_1p_1-wp_1+k_2p_2,\\
\dot p_2&=wp_1-k_2p_2-wp_2,\qquad \dot p_3=wp_2,\\
\dot q_2&=wa-k_2q_2-wq_2,\qquad \dot q_3=wq_2 .
\end{align}
Integration from a bare surface with a stiff solver gives the island density $p_2+p_3+q_2+q_3$. In units of $n_t$ it is
\begin{center}
\begin{tabular}{cc@{\qquad}cc}
180 K & 4.01 & 600 K & 1.00\\
200 K & 2.10 & 650 K & 0.97\\
220 K & 1.34 & 700 K & 0.60\\
250 K & 1.05 & 750 K & 0.30\\
300 K & 1.00 & 800 K & 0.15
\end{tabular}
\end{center}
The densities $2n_t$ and $n_t/2$ are reached at 202 and 713~K, against 203 and 715~K from the formulas. The edges are crossovers: at 220~K, above $T_{\rm low}$, the density still exceeds $n_t$ by a third.

\section{What the mean field leaves out}

A lattice Monte Carlo simulation follows individual atoms and so contains the uneven adatom density around islands. It uses $100\times100$ sites, 100 randomly placed traps, islands that occupy one site, and 0.2 monolayer.

To compare it with the formulas one needs $\sigma$ for point targets. Let $g$ be the mean number of visits a walker pays to a site it has reached. It then finds new sites at a rate $1/g$ per hop, and targets of density $n$ with probability $\epsilon=n/g$ per hop. Equating $hn/g$ with $\sigma Dn$ gives $\sigma=4/g$. For a square-lattice walk that ends with probability $\epsilon$ per hop, $g=(2/\pi)\mathcal K(1-\epsilon)$, where $\mathcal K$ is the complete elliptic integral of the first kind as a function of its modulus. For small $\epsilon$ the integral $\mathcal K$ becomes $\ln(4/\sqrt{2\epsilon})$, so $g=\pi^{-1}\ln(8g/n)$. I use $n=1.5n_t$ at the lower edge and $0.5n_t$ at the upper.

With $K/F$ set to the lower-edge value, the mean of two runs is 1.83 islands per trap; the formula says 2. The neglected loss of adatoms to pairs acts in this direction. With hopping 300 times faster, 100 islands sit on traps and one on a terrace. If the traps then release atoms at the ordinary hop rate, 29 islands remain. Equation \eqref{eq:cold} without traps, with the capture number kept from the lower edge, predicts $100(7/300)^{1/3}=29$; agreement to the last island is chance in a single run. Holding the atoms is thus what maintains the plateau at this fixed hop rate.

At the upper edge the formulas say that half the traps carry islands. The simulation gives 0.50 for lasting pairs (one run) and 0.435 for breakable pairs with $k_1=k_2$ (mean of two runs). Single runs scatter by about 0.03, so neither number is precise; averages over twelve runs are about 0.48 and 0.46. The rate equations with these parameters give 0.48 in both cases, so the approximations in the formula explain about half of the offset for breakable pairs. Uneven adatom density is a possible cause of the rest. On the example's curve, which falls by 0.31 between 700 and 750~K, an offset of 0.04 would correspond to about 6~K.

\section{Weighing the neglected effects}

Grown islands capture more than single atoms. Solving the linear equations for the mean number of hops $\bar t$ to a site adjacent to one target on a periodic lattice of $N=361$ sites gives $\sigma=4N/\bar t$: 3.7 for one atom and 7.9 for a 13-site island. Giving islands of three or more atoms the larger value in the rate equations moves the edges by $-11$ and $-28$~K. Fewer adatoms remain, so both terrace meetings and trap nucleation become rarer. The size of the shift depends on the footprint assumed. At the upper edge an island ends with about 75 atoms on average, and there is one per 750 sites. For $N=729$, scaling island capture by its ratio to that of one atom lowers the upper edge by 26, 36 and 55~K for footprints of 13, 25 and 69 sites held fixed throughout growth.

The other effects are smaller or lie in the energies:
\begin{itemize}
\item Desorption with a barrier of 1.2~eV moves the upper edge by less than 0.1~K, because adatoms reach islands much sooner than they desorb.
\item Terrace pairs that hop with a barrier of 0.45~eV move the lower edge by about $-1$~K.
\item Raising $E_t$ by 0.1~eV, with all else fixed, moves the upper edge by $+22$~K.
\end{itemize}
The third atom of a trimer escapes at rate $Ke^{-E_3/kT}$, which equals $w$ at the upper edge if $E_3=1.38$~eV. Trimers can be treated as lasting only if $E_3$ is clearly larger. If they may break while clusters of four last, the rate equations put the upper edge about 6~K lower for $E_3=1.38$~eV and about 25~K lower for 1.2~eV. A third atom that touches both others would be held by 2.4~eV, if bonds simply add. In a flat cluster on a square lattice it has only one nearest neighbour; a single bond of 1.2~eV would not be enough. The model thus assumes that trimers find a more compact shape or are otherwise bound more strongly.

\section{Beside the real surface}

For Pd on MgO(100) a nearly constant island density has been reported from roughly 200 to 600~K, with defects as the nucleation sites. In the model the density stays within about 5\% of $n_t$ from 250 to 650~K, so both ends of the flat range lie roughly 50~K higher. The edges at 203 and 715~K lie outside this range, because they mark a density that is off by a factor of two. The energies are rough, and a real surface breaks the assumption of one trap energy: steps and different vacancies bind differently. If the traps were all weaker by 0.1~eV, the upper edge would fall by about 24~K; larger island capture removes another 25 to 55~K, depending on the island footprint. Coalescence and motion of whole islands also lower the density at high temperature and are not sized here. The difference at the upper end is therefore no measure of $E_t$ alone.

Trap density and flux move the edges in a way that can be used as a check. With the other parameters fixed, ten times fewer traps reduce the logarithms in \eqref{eq:tlow} and \eqref{eq:broken} by $3\ln10=6.9$. The edges rise to about 310 and 830~K. A higher flux at fixed coverage also raises both. A density that stays constant while the flux changes, at a temperature between the edges, is what this model predicts for trap-controlled nucleation.
